# Paraxial and exact Talbot distances of an extreme-ultraviolet grating: a program that tests the result

```python
# Result under test: behind a grating of period d lit normally at wavelength
# lam, the orders 0, +1, -1 give an intensity with exact axial period
#   L = lam/(1-cos(theta)) = (2 d^2/lam) cos(theta/2)^2, sin(theta) = lam/d,
# shorter than the paraxial Talbot distance Z = 2 d^2/lam by
# lam/(1+cos(theta)). Lengths are in nm unless a name says otherwise.
# The reference side is a direct diffraction integral over the aperture.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import j1, y1

lam, d = 13.5, 100.0
a0, a1 = 1.0, 0.3


def beat_length(wavelength, period):
    return wavelength / (1 - np.sqrt(1 - (wavelength / period)**2))


def grating(period, phase=0.0, second=0.0):
    g = 2 * np.pi / period
    return lambda x: (a0 + 2 * a1 * np.exp(1j * phase) * np.cos(g * x)
                      + 2 * second * np.cos(2 * g * x))


def aperture(width, step):
    n = int(round(1.5 * width / step))
    xs = step * np.arange(-n, n + 1)
    return xs, np.exp(-(xs / width)**8)


def exact_field(x, z, field, wavelength=lam, width=6000.0, step=1.0):
    # Rayleigh-Sommerfeld integral in two dimensions
    xs, window = aperture(width, step)
    k = 2 * np.pi / wavelength
    r = np.hypot(x - xs, z)
    kernel = 0.5j * k * z / r * (j1(k * r) + 1j * y1(k * r))
    return step * np.sum(kernel * window * field(xs))


def fresnel_field(x, z, field):
    # Paraxial diffraction integral
    xs, window = aperture(6000.0, 1.0)
    kernel = np.exp(1j * np.pi * (x - xs)**2 / (lam * z))
    return np.sum(kernel * window * field(xs)) / np.sqrt(1j * lam * z)


def maximum(function, low, high):
    found = minimize_scalar(lambda u: -function(u), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-5})
    assert found.success
    return found.x


L = beat_length(lam, d)
Z = 2 * d**2 / lam
theta = np.arcsin(lam / d)
c = np.cos(theta)
difference = lam / (1 + c)
k, G = 2 * np.pi / lam, 2 * np.pi / d

# Exact revival distance for several periods, including large angles
revival = {}
for period in (100.0, 50.0, 20.0):
    zp = 2 * period**2 / lam
    angle = np.arcsin(lam / period)
    revival[period] = maximum(
        lambda z: abs(exact_field(0, z, grating(period)))**2,
        0.7 * zp, 1.2 * zp)
    assert abs(revival[period] - beat_length(lam, period)) < 0.02
    assert abs(revival[period] - zp * np.cos(angle / 2)**2) < 0.02
    assert abs(zp - revival[period] - lam / (1 + np.cos(angle))) < 0.02

# Paraxial revival, from the Fresnel integral
paraxial_revival = maximum(
    lambda z: abs(fresnel_field(0, z, grating(d)))**2, 0.7 * Z, 1.2 * Z)
assert abs(paraxial_revival - Z) < 0.02
assert abs(paraxial_revival - revival[d] - difference) < 0.03

# Full image after L, laterally shifted image after L/2
for x in (0.0, 13.0, 37.0):
    start = abs(grating(d)(x))**2
    full = abs(exact_field(x, L, grating(d)))**2
    half = abs(exact_field(x + d / 2, L / 2, grating(d)))**2
    assert abs(full - start) < 1e-5 and abs(half - start) < 1e-5

# Fundamental contrast at distant paraxial planes
slip = 2 * np.pi * np.tan(theta / 2)**2
null_plane = 1 / (4 * np.tan(theta / 2)**2)
far_plane = int(null_plane)
contrast = {}
for number in (1, far_plane // 2, far_plane):
    bright, dark = [abs(exact_field(x, number * Z, grating(d),
                    width=40000.0, step=2.0))**2 for x in (0.0, d / 2)]
    contrast[number] = (bright - dark) / (8 * a0 * a1)
    assert abs(contrast[number] - np.cos(number * slip)) < 1e-3

# Sensitivity to wavelength and period, by finite differences
h = 1e-5
slope_lam = (np.log(beat_length(lam * (1 + h), d))
             - np.log(beat_length(lam * (1 - h), d))) / (2 * h)
slope_d = (np.log(beat_length(lam, d * (1 + h)))
           - np.log(beat_length(lam, d * (1 - h)))) / (2 * h)
assert abs(slope_lam + 1 / c) < 1e-6
assert abs(slope_d - 1 - 1 / c) < 1e-6
lam_error = 100 * difference / L / abs(slope_lam)
d_error = d * difference / L / slope_d

# A phase of the first orders at the mask shifts the planes
mask_phase = 0.1
phase_peak = maximum(
    lambda z: abs(exact_field(0, z, grating(d, phase=mask_phase)))**2,
    0.8 * L, 1.2 * L)
phase_shift = L * mask_phase / (2 * np.pi)
assert abs(phase_peak - L - phase_shift) < 0.02

# Magnetic field along the lines: electric field from a numerical curl
xs = np.arange(64) * d / 64


def magnetic(x, z):
    return (a0 * np.exp(1j * k * z)
            + 2 * a1 * np.cos(G * x) * np.exp(1j * k * c * z))


step = 1e-3
ex = (magnetic(xs, L + step) - magnetic(xs, L - step)) / (2 * step * k)
ez = (magnetic(xs + step, L) - magnetic(xs - step, L)) / (2 * step * k)
tm_part = np.mean((abs(ex)**2 + abs(ez)**2) * np.cos(G * xs))
te_part = np.mean(abs(magnetic(xs, L))**2 * np.cos(G * xs))
tm_factor = tm_part / te_part
assert abs(tm_factor - c) < 1e-5

# A weak second order: direct integral against the sum of plane waves
a2 = 0.05
c2 = np.sqrt(1 - (2 * lam / d)**2)
second_peak = maximum(
    lambda z: abs(exact_field(0, z, grating(d, second=a2)))**2,
    0.95 * L, 1.05 * L)
sum_peak = maximum(
    lambda z: abs(a0 + 2 * a1 * np.exp(1j * k * (c - 1) * z)
                  + 2 * a2 * np.exp(1j * k * (c2 - 1) * z))**2,
    0.95 * L, 1.05 * L)
assert abs(second_peak - sum_peak) < 0.02
assert L - second_peak > difference
second_beat = beat_length(lam, d / 2)
second_slip = 2 * np.pi * (L / second_beat - 4)

# Flat spectral band: explicit average against the sinc law
band = 0.02
band_planes = int(round(1 / band))
grid = lam * (1 + band * ((np.arange(4000) + 0.5) / 4000 - 0.5))
band_contrast = {}
for number in (1, band_planes):
    band_contrast[number] = np.mean(
        np.cos(2 * np.pi * number * L / beat_length(grid, d)))
    assert abs(band_contrast[number] - np.sinc(number * band / c)) < 1e-3
band_spread = (beat_length(lam * (1 - band / 2), d)
               - beat_length(lam * (1 + band / 2), d))

# Tilted illumination moves the image sideways
tilt = 1e-3
tilt_peak = maximum(
    lambda x: abs(exact_field(x, L, lambda u: grating(d)(u)
                  * np.exp(1j * k * np.sin(tilt) * u)))**2, -20, 20)
tilt_shift = L * np.sin(tilt) / c
assert abs(tilt_peak - tilt_shift) < 0.01

# Lateral walk-off of one first order, from its intensity centroid
positions = np.arange(-3500.0, 3501.0, 20.0)
beam = np.array([abs(exact_field(x, L, lambda u: np.exp(1j * G * u),
                 width=2000.0))**2 for x in positions])
walk_off = L * np.tan(theta)
assert abs(np.sum(positions * beam) / np.sum(beam) - walk_off) < 0.5

# Resist: beat length at the wavelength inside the film
index, thickness, absorption = 0.98, 40.0, 5e-3
resist_beat = beat_length(lam / index, d)
resist_peak = maximum(
    lambda z: abs(exact_field(0, z, grating(d),
                  wavelength=lam / index))**2, 0.7 * Z, 1.2 * Z)
assert abs(resist_peak - resist_beat) < 0.02
film_shift = thickness * (L / resist_beat - 1)
transmission = np.exp(-absorption * thickness)
reflection = ((1 - index) / (1 + index))**2

# Gaussian electron blur of the fundamental
sigma = 3.0
blur = np.exp(-(G * sigma)**2 / 2)
blur_direct = quad(lambda x: np.cos(G * x) * np.exp(-x**2 / (2 * sigma**2))
                   / (sigma * np.sqrt(2 * np.pi)), -30, 30)[0]
assert abs(blur - blur_direct) < 1e-8

# Atomic-unit route from photon energy to beat length
energy = const.h * const.c / (lam * 1e-9) / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
k_au = energy / hartree * const.fine_structure
g_au = 2 * np.pi * bohr_nm / d
L_au = 2 * np.pi / (k_au - np.sqrt(k_au**2 - g_au**2))
assert abs(L_au * bohr_nm - L) < 1e-4

print(f"wavelength: {lam:.1f} nm")
print(f"grating period: {d:.1f} nm")
print(f"amplitudes a0, a1: {a0:.1f}, {a1:.1f} (dimensionless)")
print(f"photon energy: {energy:.3f} eV")
print(f"sin(theta): {lam/d:.4f} (dimensionless)")
print(f"first-order angle: {np.degrees(theta):.4f} degree")
print(f"cos(theta): {c:.7f} (dimensionless)")
print(f"paraxial Talbot distance Z: {Z:.3f} nm")
print(f"exact beat length L: {L:.3f} nm")
print(f"exact beat length L, converted: {10*L:.2f} angstrom")
print(f"difference Z-L: {difference:.4f} nm")
print(f"half wavelength: {lam/2:.4f} nm")
print(f"relative difference (Z-L)/L: {100*difference/L:.4f} percent")
print(f"revival from exact integral: {revival[d]:.3f} nm")
print(f"revival from Fresnel integral: {paraxial_revival:.3f} nm")
print(f"half beat, shifted image: {L/2:.3f} nm")
print(f"phase slip per paraxial plane: {slip:.5f} rad")
print(f"relative fundamental at plane 1: {np.cos(slip):.6f}")
print(f"plane number of first null: {null_plane:.2f}")
print(f"distance of paraxial plane {far_plane}: {far_plane*Z/1000:.2f} um")
print(f"integral fundamental, plane {far_plane}: {contrast[far_plane]:.4f}")
print(f"d ln L / d ln wavelength: {slope_lam:.5f}")
print(f"d ln L / d ln period: {slope_d:.5f}")
print(f"wavelength error imitating Z-L: {lam_error:.3f} percent")
print(f"period error imitating Z-L: {d_error:.3f} nm")
print(f"chosen mask phase: {mask_phase:.2f} rad")
print(f"plane shift from mask phase: {phase_shift:.2f} nm")
print(f"TM/TE beating-term ratio: {tm_factor:.5f}")
print(f"highest propagating order: {int(d/lam)}")
print(f"chosen second-order amplitude: {a2:.2f} (dimensionless)")
print(f"beat length of orders 0 and 2: {second_beat:.3f} nm")
print(f"four such beats: {4*second_beat:.2f} nm")
print(f"second-order phase slip at L: {second_slip:.4f} rad")
print(f"on-axis revival with second order: {second_peak:.2f} nm")
print(f"pull of revival by second order: {second_peak-L:.2f} nm")
print(f"chosen full bandwidth: {100*band:.1f} percent")
print(f"beat-length spread over band: {band_spread:.2f} nm")
print(f"band-averaged fundamental at L: {band_contrast[1]:.5f}")
print(f"band-averaged fundamental at {band_planes} L: "
      f"{band_contrast[band_planes]:.4f}")
print(f"chosen illumination tilt: {1000*tilt:.1f} mrad")
print(f"lateral image shift at L: {tilt_shift:.3f} nm")
print(f"first-order walk-off at L: {walk_off:.2f} nm")
print(f"rough resist index: {index:.2f} (dimensionless)")
print(f"chosen resist thickness: {thickness:.1f} nm")
print(f"rough resist absorption: {1000*absorption:.1f} per um")
print(f"beat length in resist: {resist_beat:.2f} nm")
print(f"equivalent extra path in film: {film_shift:.3f} nm")
print(f"resist transmission: {transmission:.4f} (dimensionless)")
print(f"vacuum-resist reflectivity: {reflection:.2e} (dimensionless)")
print(f"rough electron blur sigma: {sigma:.1f} nm")
print(f"blur factor of fundamental: {blur:.4f} (dimensionless)")
print("success")
```

Running it gives:

```
wavelength: 13.5 nm
grating period: 100.0 nm
amplitudes a0, a1: 1.0, 0.3 (dimensionless)
photon energy: 91.840 eV
sin(theta): 0.1350 (dimensionless)
first-order angle: 7.7586 degree
cos(theta): 0.9908456 (dimensionless)
paraxial Talbot distance Z: 1481.481 nm
exact beat length L: 1474.700 nm
exact beat length L, converted: 14747.00 angstrom
difference Z-L: 6.7810 nm
half wavelength: 6.7500 nm
relative difference (Z-L)/L: 0.4598 percent
revival from exact integral: 1474.701 nm
revival from Fresnel integral: 1481.481 nm
half beat, shifted image: 737.350 nm
phase slip per paraxial plane: 0.02889 rad
relative fundamental at plane 1: 0.999583
plane number of first null: 54.37
distance of paraxial plane 54: 80.00 um
integral fundamental, plane 54: 0.0106
d ln L / d ln wavelength: -1.00924
d ln L / d ln period: 2.00924
wavelength error imitating Z-L: 0.456 percent
period error imitating Z-L: 0.229 nm
chosen mask phase: 0.10 rad
plane shift from mask phase: 23.47 nm
TM/TE beating-term ratio: 0.99085
highest propagating order: 7
chosen second-order amplitude: 0.05 (dimensionless)
beat length of orders 0 and 2: 363.493 nm
four such beats: 1453.97 nm
second-order phase slip at L: 0.3583 rad
on-axis revival with second order: 1457.05 nm
pull of revival by second order: -17.65 nm
chosen full bandwidth: 2.0 percent
beat-length spread over band: 29.77 nm
band-averaged fundamental at L: 0.99933
band-averaged fundamental at 50 L: -0.0092
chosen illumination tilt: 1.0 mrad
lateral image shift at L: 1.488 nm
first-order walk-off at L: 200.92 nm
rough resist index: 0.98 (dimensionless)
chosen resist thickness: 40.0 nm
rough resist absorption: 5.0 per um
beat length in resist: 1444.93 nm
equivalent extra path in film: 0.824 nm
resist transmission: 0.8187 (dimensionless)
vacuum-resist reflectivity: 1.02e-04 (dimensionless)
rough electron blur sigma: 3.0 nm
blur factor of fundamental: 0.9824 (dimensionless)
success
```
